# The slow secondary-electron spectrum of a metal and its peak

A calculation of electron trajectories from a sample to the detector of a scanning electron microscope must decide with what energies the slow secondaries are launched. The choice sets how strongly small fields near the surface deflect them and where an energy filter cuts the signal. For a clean metal a one-parameter law is available, fixed by the work function $\phi$. It is derived here, together with estimates of several effects that it leaves out.

## Setting and theorem

Atomic units are used in the algebra, so $\hbar=m=e=1$. The metal is a free-electron gas with Fermi energy $E_F=k_F^2/2$. A secondary has kinetic energy $E$ just outside the surface. Inside, measured from the band bottom, its energy and its excess over the Fermi level are
$$E'=E_F+\phi+E=\tfrac12k'^2,\qquad D=E'-E_F=E+\phi .$$

The assumptions are:

- **A1.** A primary of speed $v>k'$ and energy $E_p=v^2/2$ excites Fermi-sea electrons through the bare Coulomb force. Exchange is neglected.
- **A2.** The source is uniform over the escape depth, and the excited electrons move isotropically.
- **A3.** They are lost by electron-electron scattering with a static screened force, in the form valid for small $D$. Exchange is neglected here too.
- **A4.** The surface is flat. It transmits every electron that conservation of energy and parallel momentum allows out.

**Theorem.** Under A1–A4 the number of emitted electrons per unit energy is
$$\frac{dN}{dE}=C\,\frac{E}{(E+\phi)^4},$$
with $C$ independent of $E$. It has a single maximum, at $E=\phi/3$.

## Lemma 1: the source

*Per unit path of the primary and unit energy, the number of excited electrons is*
$$S(D)=\frac{k_F^3}{3\pi E_pD^2}.$$

*Proof.* Let an electron go from $\mathbf k$ to $\mathbf k'=\mathbf k+\mathbf q$, gaining $w=(k'^2-k^2)/2$. The primary loses $\mathbf v\cdot\mathbf q-q^2/2$. The golden rule with matrix element $4\pi/q^2$ per unit volume, and a factor 2 for spin, gives the rate
$$2\pi\cdot2\int\!\frac{d^3k\,d^3k'}{(2\pi)^6}\,\frac{16\pi^2}{q^4}\,\delta\!\left(w+\tfrac12q^2-\mathbf v\cdot\mathbf q\right).$$
The numerical factors combine to $64\pi^3/(64\pi^6)=1/\pi^3$.

By A2 we average over the direction of $\mathbf v$ relative to $\mathbf k'$. Since $\mathbf k=\mathbf k'-\mathbf q$, we have $w+q^2/2=\mathbf k'\cdot\mathbf q\le k'q<vq$. The zero of the delta function therefore lies inside the angular range, and the average is $1/(2vq)$. With $d^3k'=k'\,dE'\,d\Omega'$, and one more division by $v$ to pass from time to path,
$$S=\frac{1}{\pi^3}\,\frac{4\pi k'}{2v^2}\,J=\frac{2k'}{\pi^2v^2}J,\qquad J=\int_{k<k_F}\frac{d^3k}{|\mathbf k'-\mathbf k|^5}.$$

The angular integral in $J$ is
$$\int_{-1}^{1}\frac{d\mu}{(k'^2+k^2-2kk'\mu)^{5/2}}=\frac{1}{3kk'}\left[\frac1{(k'-k)^3}-\frac1{(k'+k)^3}\right].$$
Multiply by $2\pi k^2$. In the second term replace $k$ by $-k$, which extends the first to negative $k$:
$$J=\frac{2\pi}{3k'}\int_{-k_F}^{k_F}\frac{k\,dk}{(k'-k)^3}.$$
Put $u=k'-k$, $a=k'-k_F$ and $b=k'+k_F$, so that $ab=2D$. Then
$$\int_a^b\frac{k'-u}{u^3}du=\frac{k'}2\left(\frac1{a^2}-\frac1{b^2}\right)-\left(\frac1a-\frac1b\right)
=\frac{2k'^2k_F}{(ab)^2}-\frac{2k_F}{ab}.$$
Over the common denominator the numerator is $2k_F(k'^2-ab)=2k_F^3$, so the integral is $k_F^3/(2D^2)$ and $J=\pi k_F^3/(3k'D^2)$. Inserting this with $v^2=2E_p$ cancels $k'$ and proves the lemma. $\square$

A gas of electrons at rest with density $k_F^3/(3\pi^2)$ would give the same expression with the energy transfer in place of $D$. The Fermi motion changes the reference level to $E_F$.

## Lemma 2: the inelastic free path

*For small $D$ the free path is*
$$\lambda=\frac{16\pi^3E'}{I\,D^2},\qquad I=\int_0^{2k_F}\!\left(\frac{4\pi}{q^2+\kappa^2}\right)^2dq,\qquad \kappa^2=\frac{4k_F}{\pi}.$$

*Proof.* First we need the density of Fermi-sea transitions that take up momentum $q$ and energy $\omega$:
$$P(q,\omega)=2\int\frac{d^3k}{(2\pi)^3}\,\delta\!\left(\omega-\mathbf k\cdot\mathbf q-\tfrac12q^2\right),\quad k<k_F<|\mathbf k+\mathbf q| .$$
The delta function fixes the component of $\mathbf k$ along $\mathbf q$ at $k_\parallel=\omega/q-q/2$ and contributes $1/q$. Since $|\mathbf k+\mathbf q|^2=k^2+2\omega$, the transverse part obeys
$$k_F^2-k_\parallel^2-2\omega<k_\perp^2<k_F^2-k_\parallel^2 .$$
If the lower limit is positive, which means $\omega<k_Fq-q^2/2$, this ring has area $2\pi\omega$. Hence
$$P=\frac{2}{8\pi^3}\,\frac{2\pi\omega}{q}=\frac{\omega}{2\pi^2q}.$$

The excited electron has momentum $k'$ and gives up $\omega=\mathbf k'\cdot\mathbf q-q^2/2$. The Pauli principle requires it to stay above the Fermi level, so $0<\omega<D$. At fixed $q$ the angle obeys $d\omega=k'q\,d(\cos)$, and so $d^3q=2\pi q\,dq\,d\omega/k'$. The scattering rate is
$$\Gamma=2\pi\int\!\frac{d^3q}{(2\pi)^3}\left(\frac{4\pi}{q^2+\kappa^2}\right)^2P
=\frac1{2\pi k'}\,\frac{1}{2\pi^2}\int_0^D\!\omega\,d\omega\;I=\frac{D^2I}{8\pi^3k'}.$$
For small $D$ the range of $q$ tends to $0<q<2k_F$, which was used in $I$. Finally $\lambda=k'/\Gamma$ and $k'^2=2E'$. $\square$

One power of $D$ comes from the choice of energy loss and one from the number of Fermi-sea electrons able to accept it. The factor $E'$ has two equal sources: a faster electron travels further in a given time, and it spends less of its angular range at each energy loss. Other corrections of relative order $D/E_F$ have been dropped, so keeping $E'$ at finite $D$ is part of the model. The cost is computed below.

## Lemma 3: escape

*The outflow per unit energy is $\tfrac14S\lambda\,E/E'$.*

*Proof.* Let $\mu$ be the cosine between the motion and the outward normal. The parallel momentum is conserved, so the normal part of the energy, $E'\mu^2$, must pay for the barrier $E_F+\phi$. Escape requires $\mu>\mu_c$ with $\mu_c^2=(E_F+\phi)/E'$. An electron born at depth $z$ reaches the surface with probability $e^{-z/(\lambda\mu)}$, and a fraction $d\mu/2$ of an isotropic source lies in $d\mu$. For a primary crossing along the normal,
$$\frac{dN}{dE}=S\int_{\mu_c}^1\frac{d\mu}{2}\int_0^\infty e^{-z/(\lambda\mu)}dz=\frac{S\lambda}{2}\int_{\mu_c}^1\mu\,d\mu=\frac{S\lambda}{4}(1-\mu_c^2),$$
and $1-\mu_c^2=E/E'$. $\square$

## Proof of the theorem

The three lemmas give
$$\frac{dN}{dE}=\frac14\,\frac{k_F^3}{3\pi E_pD^2}\,\frac{16\pi^3E'}{ID^2}\,\frac{E}{E'}
=\frac{4\pi^2k_F^3}{3E_pI}\,\frac{E}{(E+\phi)^4}.$$
The $E'$ of the free path cancels that of the escape cone, and $C=4\pi^2k_F^3/(3E_pI)$. The logarithmic derivative is
$$\frac1E-\frac4{E+\phi}=\frac{\phi-3E}{E(E+\phi)},$$
positive below $\phi/3$ and negative above. $\square$

For $E\ll\phi$ the spectrum rises linearly, because the cone opens in proportion to $E$. For $E\gg\phi$ the formula falls as $E^{-3}$. If the power 4 is replaced by $n>1$, the same derivative puts the peak at $\phi/(n-1)$. This measures how firmly the result depends on the source and loss laws.

**Corollary.** With $x=E/\phi$, the fraction emitted below $x$ is
$$G(x)=\frac{x^2(x+3)}{(1+x)^3};$$
*the median energy is $\phi$ and the mean is $2\phi$.*

*Proof.* With $u=1+x$, $\int_0^\infty x\,dx/(1+x)^4=\int_1^\infty(u^{-3}-u^{-4})du=\tfrac16$. Stopping at $x$ and multiplying by 6 gives $1-3/(1+x)^2+2/(1+x)^3$, which is $G$ over a common denominator. Then $G(1)=4/8$. For the mean, $\int_1^\infty(u-1)^2u^{-4}du=1-1+\tfrac13=\tfrac13$, and $\tfrac13$ divided by $\tfrac16$ is 2. $\square$

The mean leans on the high-energy tail, where $D$ is too large for the small-$D$ form assumed in A3. To choose the launch energies in a trajectory calculation, one draws a uniform number between 0 and 1 and solves $G(x)=$ that number.

## Example: aluminium-like metal, 5000 eV beam

Rough typical values for clean aluminium are $E_F=11.7$ eV and $\phi=4.3$ eV. The peak is at $4.3/3=1.43$ eV. The half-maximum points are 0.30 and 5.03 eV, a width of 4.74 eV or $1.10\,\phi$. The median is 4.3 eV and the formal mean 8.6 eV; 98% of the formal spectrum lies below 50 eV.

At the peak $D=4.3+1.43=5.73$ eV and $E'=11.7+5.73=17.43$ eV. The cone transmits $E/E'=1.433/17.433=0.082$ of an isotropic flux and has a half angle of 16.7 degrees. The free path is 42 angstrom (4.2 nm). The Kanaya–Okayama estimate of the primary range is about 4100 angstrom, roughly a hundred times more, which supports a source uniform in depth.

The integral of the spectrum is $C/(6\phi^2)=0.0042$ electrons per normal crossing of the surface region. This counts direct excitations without multiplication, so it should not be used as the yield of the metal.

## Remark 1: elastic scattering and isotropy

Let a primary enter along the normal. Energy conservation requires $\mathbf v\cdot\mathbf q=w+q^2/2>0$, so $\mathbf q$ has a component into the metal. The outward momentum of a direct secondary therefore cannot exceed $k_F$, here 1.75 per angstrom. Escape needs $\sqrt{2(E_F+\phi)}$, which is 2.05 per angstrom. Without a change of direction no direct secondary leaves.

Elastic scattering can supply the change. In a cascade, electron-electron collisions can also turn some electrons outward, but they are left out of the following estimate. If $g$ electrons are produced per unit time and depth and each lives for $\tau=\lambda/k'$, the population deep inside is $g\tau$, whatever the elastic rate. Made isotropic, it sends out $g\tau k'/4$ times $E/E'$, which is Lemma 3 again. Two corrections remain. Let $r=\lambda/\lambda_{el}$ at isotropic elastic free path $\lambda_{el}$. A fraction $c=r/(1+r)$ of flights ends in an elastic rather than an inelastic collision, and escape itself depletes the population near the surface.

To estimate both, write $T=E/E'$ and $l=\lambda/(1+r)$, and let the density near the surface be $n_0+n'z$. The cone is fed by elastic collisions, so the outflow is
$$j=\frac{ck'}2\int_{\mu_c}^1\!\mu\,(n_0+n'l\mu)\,d\mu
=ck'\left[\frac{n_0T}4+\frac{n'l(1-\mu_c^3)}6\right].$$
Diffusion with coefficient $k'l/3$ gives $n'=3j/(k'l)$. Solving for $j$,
$$j=hk'n_0,\qquad h=\frac{cT/4}{1-c(1-\mu_c^3)/2}.$$
The density recovers to $g\tau$ over the length $L=\sqrt{l\lambda/3}$, so $n'=(g\tau-n_0)/L$. Equating the two forms of $n'$ gives $n_0=g\tau/(1+3hL/l)$, and $3L/l=\sqrt{3(1+r)}$. Relative to the ideal outflow $g\tau k'T/4$,
$$R=\frac{4h/T}{1+h\sqrt{3(1+r)}} .$$

With an assumed $\lambda_{el}=10$ angstrom, $r=4.17$ at the peak, $c=4.17/5.17=0.81$ and $R=0.79$. A transport simulation with the same paths, starting from directions that all miss the cone, gave 0.78; with elastic scattering removed it gave zero. With $\lambda_{el}$ held fixed, $\lambda$ and hence $c$ fall as $E$ rises, which favours low energies. Multiplying the spectrum by $R$ moves the peak to 1.29 eV; solving the transport equation without the diffusion approximation gives 1.27 eV. The shift depends on the assumed elastic path: the same solution gives 1.30, 1.21 and 1.13 eV for $\lambda_{el}=5$, 20 and 40 angstrom.

## Remark 2: screening of the source, and the cascade

Of the effects estimated here, the screening left out by A1 shifts the peak most. The theorem screens the force in the loss but not in the source. At the peak energy the smallest momentum transfer, $k'-k_F$, is about 0.39 per angstrom, while $\kappa$ is 2.05 per angstrom. Static screening replaces $q^{-4}$ by $(q^2+\kappa^2)^{-2}$ and removes most of the rise of $S$ at small $D$. With this source and nothing else changed, the peak moves to 3.1 eV, more than twice $\phi/3$. The true response to a fast primary is dynamic, and the static estimate understates its effect on the shape. With the Lindhard dielectric function the source at the peak energy is about 5% of the bare one and reaches the bare value only near $D=20$ eV. The direct spectrum is then nearly flat from about 4 eV to beyond 15 eV, with no peak near $\phi/3$. A peak at low energy must therefore come from the cascade rather than from direct excitation.

In a simplified model, a developed cascade restores the $D^{-2}$ law. In the proof of Lemma 2 the chance of losing $\omega$ is proportional to $\omega$. That holds for small $D$. The model uses it at all energies, although for $D$ comparable with $E_F$ or larger it overstates the average share of energy lost. If the density of states is constant, the struck electron and its hole share $\omega$ uniformly. An excitation of energy $x'$ then divides its energy uniformly among three: two electrons and a hole. Each part has the distribution $2(x'-x)/x'^2$. Let holes multiply in the same way, and start from one excitation of energy 1. The number $F(x)$ produced per unit energy obeys
$$F(x)=6(1-x)+\int_x^1\frac{6(x'-x)}{x'^2}F(x')\,dx'.$$
Two differentiations give $F''=6F/x^2$, with $F(1)=0$ and $F'(1)=-6$. Trying $x^s$ gives $s(s-1)=6$, so $s=3$ or $-2$, and
$$F=\tfrac65\,(x^{-2}-x^3).$$
Far below the starting energy, $F\propto x^{-2}$. The excess of electrons over holes follows the same equation with 2 in place of 6, since each event passes on a net one of three parts. It grows as $x^{-1}$ and becomes negligible, so the electrons too follow $x^{-2}$.

If holes do not multiply, 6 becomes 4 and $s=(1-\sqrt{17})/2=-1.56$. The peak is then at $\phi/2.56=1.68$ eV. Simulated cascades of both kinds, counted between 0.03 and 0.48 of the starting energy, agreed with these solutions within 4%. In a metal, holes cannot lie deeper than $E_F$, a limit that neither case includes. A cascade computed with the full statically screened kinematics of the Fermi gas, with holes so bounded and no plasmons, and started by a 100 eV electron or by a screened source up to 100 eV, gives an effective exponent of 1.6 to 1.7 for $D$ between 4.4 and 12 eV. The peak is then at 1.5 to 1.6 eV with the path of Lemma 2, and at about 1.7 eV with the full golden-rule path. The $D^{-2}$ law is thus approached but not restored. The constant $C$ belongs to the direct source and does not carry over to the cascade.

## Remark 3: the real surface

The inputs are ordinary for aluminium and for a microscope beam, but the word "clean" is demanding: aluminium exposed to air carries an oxide, to which the metallic loss law does not apply. If a surface layer changed $\phi$ alone, the peak in the kinetic energy just outside the surface would move by one third of the change. What an oxide does beyond that is not computed here.

For the clean metal, some further corrections, each considered alone, are as follows.

- **Finite excess energy.** The full golden-rule integral, still with static screening, gives a free path of 51 angstrom at $E=\phi/3$, 23% longer than Lemma 2. The peak moves to 1.56 eV.
- **Reflection.** An abrupt step of height $V=E_F+\phi$ transmits $4\sqrt{u(u+V)}/(\sqrt u+\sqrt{u+V})^2$ at normal energy $u$ outside. This vanishes as $u\to0$, so slow electrons are held back and the peak moves to 2.0 eV. A real barrier is smoother than a step.
- **Plasmons.** The free-electron plasmon energy at long wavelength is 15.8 eV. If such a plasmon gives all its energy to an electron at the Fermi level, that electron can emerge with up to $15.8-4.3=11.5$ eV. Such decays add structure near and below this energy, which the formula lacks, and they need not be a small correction. In the random-phase approximation the 5000 eV primary creates about 0.0086 plasmons per angstrom, against 0.0055 bare direct excitations with $D>\phi$. If most plasmons decay into single electron-hole pairs, they can be the larger source of secondaries. Plasmons of shorter wavelength have more energy and would blur its upper edge.
- **Field and temperature.** An extraction field of 0.01 MV/cm lowers the barrier by 0.038 eV. The peak falls by 0.013 eV if energies are counted from the top of the lowered barrier, and by $0.038+0.013=0.051$ eV if they are counted from the vacuum level without the field. The thermal energy at 300 K is 0.026 eV, small beside $\phi$.

The separate estimates with static screening and $\lambda_{el}=10$ angstrom run from 1.3 to 3.1 eV and need not add; the step and the full path together give 2.2 eV, and 2.7 eV with the $x^{-1.56}$ cascade law as well. For a trajectory calculation, $\phi/3$ can serve as a first guess for a clean metal, and probably a low one, since the cascade of the Fermi gas is softer than $D^{-2}$ and plasmon decay is not included. Shifts of half an electronvolt or more are within these estimates, and several corrections act in the same direction. A conclusion that depends on such a shift needs a measured spectrum or a fuller transport calculation. The values of the basic model and of the main separate estimates are collected in the numerical output.

## Computed values

```
Fermi energy (input): 11.7 eV
work function (input): 4.3 eV
beam energy (input): 5000 eV
elastic free path (input): 10 angstrom
Fermi wavenumber: 1.752 1/angstrom
screening wavenumber: 2.053 1/angstrom
screening integral I: 90.90 atomic units
source, sampled/formula at 15 eV excess: 1.000
peak, phi/3: 1.433 eV
peak, assembled numerically: 1.433 eV
half-maximum, lower: 0.296 eV
half-maximum, upper: 5.034 eV
full width at half maximum: 4.738 eV
median energy: 4.30 eV
formal mean energy: 8.60 eV
fraction of the formal spectrum below 50 eV: 0.9822
excess energy at peak: 5.733 eV
inner energy at peak: 17.433 eV
inelastic path at peak: 41.7 angstrom
same, full golden rule: 51.4 angstrom
escape-cone half angle: 16.7 degrees
cone transmission E/E' at peak: 0.0822
direct yield per primary crossing: 0.00419
outward wavenumber needed: 2.049 1/angstrom
largest sampled outward one: 1.721 1/angstrom
inelastic/elastic path ratio at peak: 4.17
outflow/ideal, no elastic scattering: 0.000
outflow/ideal, elastic, simulated: 0.780
outflow/ideal, elastic, diffusion: 0.793
cascade exponent, holes multiply: 2.000
cascade exponent, electrons only: 1.562
peak with full golden-rule path: 1.56 eV
peak with screened direct source: 3.11 eV
peak with abrupt-step reflection: 2.03 eV
peak with elastic scattering: 1.29 eV
peak with electrons-only cascade: 1.68 eV
extraction field (input): 0.01 MV/cm
barrier lowering by that field: 0.038 eV
peak shift by that lowering: -0.013 eV
thermal energy at 300 K: 0.026 eV
free-electron plasmon energy: 15.83 eV
plasmon-decay edge in vacuum: 11.53 eV
primary range, Kanaya-Okayama: 4135 angstrom
```
